**Entropy of the Hubbard dimer in self-consistent second-order theory**

The program compares \(-\partial\Omega/\partial T\), \((E-\mu N-\Omega)/T\) and \(4\ln2-\int_T^\infty C_\mu/T'\,dT'\) at fixed chemical potential \(\mu\). Here \(\Omega\) is the grand potential, \(E\) the energy, \(N\) the particle number and \(C_\mu=\partial(E-\mu N)/\partial T\), with \(k_B=1\). For \(t=1\), \(U=3\), \(\mu=1\) it asserts that the three entropies agree within \(10^{-6}\) at four temperatures; the largest spread found is \(1.0\times10^{-8}\). It also asserts that \(\Omega\) is stationary when the self-energy is rescaled, and that its derivatives with respect to \(t\), \(U\) and \(\mu\) reproduce the kinetic energy, the interaction energy and \(N\). Exact diagonalization supplies reference entropies and a test that the error of \(\Omega\) starts at third order in \(U\); the measured order is 2.946. Further assertions cover the high-temperature constants and the specific heat at fixed \(N\). A one-shot calculation without self-consistency gives three different entropies, spread over 0.247 at \(T=0.5\,t\).

## Numerical check

```python
"""
Entropy of the Hubbard dimer in self-consistent second-order theory.

Result under test, at fixed chemical potential mu (k_B = 1):
  S = -dOmega/dT = (E - mu N - Omega)/T = 4 ln 2 - int_T^inf C_mu/T' dT',
  C_mu = d(E - mu N)/dT.
Symbols: t hopping, U repulsion, beta = 1/T, G propagator, Sigma self-energy,
Phi skeleton functional (Hartree + second order), Omega grand potential,
K = E - mu N. Index 0/1 of arrays: bonding/antibonding orbital.
Functions of imaginary time and of frequency share an expansion in real poles:
1/(i w - x)  <->  -exp(-x tau)/(1 + exp(-beta x)),  0 < tau < beta.
"""
from functools import lru_cache
from types import SimpleNamespace
import numpy as np
from scipy.optimize import brentq
from scipy.special import expit, logsumexp

T_HOP, U_REP, MU = 1.0, 3.0, 1.0
SIGNS = np.array([-1.0, 1.0])
POLES = 0.5 * np.sinh(np.linspace(-np.arcsinh(80.0), np.arcsinh(80.0), 81))
LEG_X, LEG_W = np.polynomial.legendre.leggauss(64)
FREQ_INDEX = np.unique(np.round(np.geomspace(1, 3000, 100)).astype(int)) - 1


def truncated_svd(matrix):
    left, sing, right = np.linalg.svd(matrix, full_matrices=False)
    keep = sing > 1e-13 * sing[0]
    return left[:, keep], sing[keep], right[keep]


def pole_weights(factors, data):
    """Least-squares pole weights, one row per function.

    The factors are applied in turn: a multiplied-out pseudo-inverse would
    spread amplified rounding errors over all poles.
    """
    left, sing, right = factors
    return ((data @ left) / sing) @ right


@lru_cache(maxsize=None)
def make_grid(beta):
    tau = 0.5 * beta * (LEG_X + 1)
    iw = 1j * (2 * FREQ_INDEX + 1) * np.pi / beta
    k_tau = -np.exp(-np.outer(tau, POLES)) * expit(beta * POLES)
    k_iw = 1 / (iw[:, None] - POLES)
    return SimpleNamespace(
        beta=beta, tau=tau, weight=0.5 * beta * LEG_W, iw=iw,
        k_tau=k_tau, k_iw=k_iw, fermi=expit(-beta * POLES),
        svd_tau=truncated_svd(k_tau),
        svd_iw=truncated_svd(np.vstack([k_iw.real, k_iw.imag])))


def fit_frequency(g, values):
    """Pole weights of functions given at the Matsubara frequencies."""
    return pole_weights(g.svd_iw, np.hstack([values.real, values.imag]))


def site_parts(g_tau):
    return (g_tau[0] + g_tau[1]) / 2, (g_tau[0] - g_tau[1]) / 2


def second_order_sigma(g_tau, u):
    same, other = site_parts(g_tau)
    s_same = u**2 * same**2 * same[::-1]
    s_other = u**2 * other**2 * other[::-1]
    return np.array([s_same + s_other, s_same - s_other])


def dyson(g, mu, u, t, hartree, sigma_tau):
    """Propagator belonging to a given self-energy."""
    sigma_iw = pole_weights(g.svd_tau, sigma_tau) @ g.k_iw.T
    g_iw = 1 / (g.iw + mu - (t * SIGNS)[:, None] - hartree - sigma_iw)
    coef = fit_frequency(g, g_iw)
    return SimpleNamespace(grid=g, mu=mu, u=u, t=t, hartree=hartree,
                           sigma_tau=sigma_tau, g_iw=g_iw,
                           g_tau=coef @ g.k_tau.T, occ=coef @ g.fermi)


def hartree_fock(g, mu, u, t):
    def mismatch(n):
        return n - np.mean(expit(-g.beta * (t * SIGNS + u * n - mu)))
    n = brentq(mismatch, 0.0, 1.0, xtol=1e-14)
    level = t * SIGNS + u * n - mu
    g_tau = -np.exp(-np.outer(level, g.tau)) * expit(g.beta * level)[:, None]
    return n, g_tau


def one_shot_state(beta, mu=MU, u=U_REP, t=T_HOP):
    g = make_grid(beta)
    n, g_tau = hartree_fock(g, mu, u, t)
    return dyson(g, mu, u, t, u * n, second_order_sigma(g_tau, u))


def self_consistent_state(beta, mu=MU, u=U_REP, t=T_HOP):
    g = make_grid(beta)
    n, g_tau = hartree_fock(g, mu, u, t)
    for _ in range(500):
        new = dyson(g, mu, u, t, u * n, second_order_sigma(g_tau, u))
        n_new = np.mean(new.occ)
        change = max(np.max(abs(new.g_tau - g_tau)), abs(n_new - n))
        if change < 1e-10:
            return new
        g_tau = g_tau + 0.4 * (new.g_tau - g_tau)
        n = n + 0.4 * (n_new - n)
    raise RuntimeError(f"no self-consistency: beta={beta:.4g}, mu={mu:.4g}, "
                       f"U={u:.4g}, last change={change:.1e}")


def thermodynamics(s):
    """Array Omega, K = E - mu N, N, kinetic energy, interaction energy."""
    g, n = s.grid, np.mean(s.occ)
    number = 4 * n
    same, other = site_parts(s.g_tau)
    quartic = (same * same[::-1])**2 + (other * other[::-1])**2
    phi = 2 * s.u * n**2 - s.u**2 * (g.weight @ quartic)
    trace_sg = s.hartree * number - 2 * np.sum(
        (s.sigma_tau * s.g_tau[:, ::-1]) @ g.weight)
    level = s.t * SIGNS + s.hartree - s.mu
    log_ratio = np.log(1 / (g.iw - level[:, None]) / s.g_iw)
    trace_log = 2 * np.sum(fit_frequency(g, log_ratio) @ g.fermi)
    omega = (-2 / g.beta * np.sum(np.logaddexp(0, -g.beta * level))
             - trace_log - trace_sg + phi)
    kinetic = 2 * np.sum(s.t * SIGNS * s.occ)
    interaction = 0.5 * trace_sg
    return np.array([omega, kinetic + interaction - s.mu * number,
                     number, kinetic, interaction])


def full(temp, **par):
    return thermodynamics(self_consistent_state(1 / temp, **par))


def one_shot(temp, **par):
    return thermodynamics(one_shot_state(1 / temp, **par))


def derivative(f, x, h):
    return (8 * (f(x + h) - f(x - h)) - f(x + 2 * h) + f(x - 2 * h)) / (12 * h)


def three_entropies(method, temps):
    """Rows: S from -dOmega/dT, from (K - Omega)/T, from specific heat."""
    x, w = np.polynomial.legendre.leggauss(12)
    rows, integral, beta_low = [], 0.0, 0.0
    for temp in temps:                       # descending temperatures
        half = (1 / temp - beta_low) / 2
        for xi, wi in zip(x, w):
            b = beta_low + half * (xi + 1)
            heat = derivative(lambda y: method(y)[1], 1 / b, 0.01 / b)
            integral += half * wi * heat / b     # dT/T = dbeta/beta in size
        beta_low = 1 / temp
        omega, k = method(temp)[:2]
        slope = derivative(lambda y: method(y)[0], temp, 0.01 * temp)
        rows.append([-slope, (k - omega) / temp, 4 * np.log(2) - integral])
    return np.array(rows)


def exact(temp, mu=MU, u=U_REP, t=T_HOP):
    """Omega and entropy from all 16 many-body states."""
    lower, parity, one = np.array([[0, 1], [0, 0]]), np.diag([1, -1]), np.eye(2)
    c = []
    for p in range(4):                       # 1 up, 2 up, 1 down, 2 down
        op = np.eye(1)
        for q in range(4):
            op = np.kron(op, parity if q < p else lower if q == p else one)
        c.append(op)
    num = [a.T @ a for a in c]
    hop = c[0].T @ c[1] + c[2].T @ c[3]
    ham = (-t * (hop + hop.T) + u * (num[0] @ num[2] + num[1] @ num[3])
           - mu * sum(num))
    levels = np.linalg.eigvalsh(ham)
    log_z = logsumexp(-levels / temp)
    prob = np.exp(-levels / temp - log_z)
    return -temp * log_z, -np.sum(prob * np.log(prob))


# Main comparison, and the same comparison without self-consistency
temps = [2.0, 1.0, 0.5, 0.25]
s_full = three_entropies(full, temps)
s_once = three_entropies(one_shot, temps)
s_exact = [exact(temp)[1] for temp in temps]
spread_full = np.max(np.ptp(s_full, axis=1))
spread_once = np.ptp(s_once, axis=1)
assert spread_full < 1e-6
assert spread_once[2] > 1e-4

# Explicit-parameter derivatives of Omega
T0 = 0.5
omega, k, number, kinetic, interaction = full(T0)
d_mu = derivative(lambda y: full(T0, mu=y)[0], MU, 0.01)
d_u = derivative(lambda y: full(T0, u=y)[0], U_REP, 0.02)
d_t = derivative(lambda y: full(T0, t=y)[0], T_HOP, 0.01)
assert abs(-d_mu - number) < 1e-6
assert abs(U_REP * d_u - interaction) < 1e-6
assert abs(T_HOP * d_t - kinetic) < 1e-6

# Stationarity: trial propagators made from lambda times the self-energy
state = self_consistent_state(1 / T0)


def trial_omega(lam):
    trial = dyson(state.grid, MU, U_REP, T_HOP, lam * state.hartree,
                  lam * state.sigma_tau)
    return thermodynamics(trial)[0]


trial_slope = derivative(trial_omega, 1.0, 0.02)
trial_values = [trial_omega(lam) for lam in (0.9, 1.0, 1.1)]
assert abs(trial_slope) < 1e-6
assert abs(trial_values[2] - trial_values[1]) > 1e-6

# Omega must agree with the exact one through second order in U
errors = [full(T0, u=u)[0] - exact(T0, u=u)[0] for u in (0.1, 0.05)]
error_order = np.log2(abs(errors[0] / errors[1]))
assert 2.7 < error_order < 3.3

# Infinite-temperature constant at fixed mu
hot = full(100.0)
s_hot = (hot[1] - hot[0]) / 100.0
assert abs(s_hot - 4 * np.log(2)) < 1e-3


# Fixed particle number
def at_fixed_number(temp, low, high):
    mu = brentq(lambda m: full(temp, mu=m)[2] - number, low, high, xtol=1e-12)
    om, kk = full(temp, mu=mu)[:2]
    return np.array([kk + mu * number, (kk - om) / temp])


de_dt, ds_dt = derivative(lambda y: at_fixed_number(y, 0.8, 1.2), T0, 0.005)
c_mu = derivative(lambda y: full(y)[1], T0, 0.005)
assert abs(de_dt - T0 * ds_dt) < 1e-6
filling = number / 4
s_inf_n = -4 * (filling * np.log(filling) + (1 - filling) * np.log(1 - filling))
s_hot_n = at_fixed_number(50.0, -30.0, 30.0)[1]
assert abs(s_hot_n - s_inf_n) < 2e-3

print(f"t = {T_HOP}, U = {U_REP}, mu = {MU} (energies in t, S in k_B)")
print("Self-consistent: T, S(-dOmega/dT), S((K-Omega)/T), S(heat), S exact")
for temp, row, ref in zip(temps, s_full, s_exact):
    print(f"  {temp:5.2f} {row[0]:.7f} {row[1]:.7f} {row[2]:.7f} {ref:.5f}")
print(f"largest spread of the three = {spread_full:.1e} k_B")
print("One-shot: T, the same three entropies, spread")
for temp, row, gap in zip(temps, s_once, spread_once):
    print(f"  {temp:5.2f} {row[0]:.5f} {row[1]:.5f} {row[2]:.5f} {gap:.5f}")
print(f"Details at T = {T0} t, self-consistent:")
print(f"occupation per spin, bonding     = {state.occ[0]:.6f}")
print(f"occupation per spin, antibonding = {state.occ[1]:.6f}")
print(f"N = {number:.6f}, from -dOmega/dmu = {-d_mu:.6f}")
print(f"kinetic energy = {kinetic:.6f} t, t dOmega/dt = {T_HOP*d_t:.6f} t")
print(f"interaction energy = {interaction:.6f} t, "
      f"U dOmega/dU = {U_REP*d_u:.6f} t")
print(f"E = {kinetic + interaction:.6f} t")
print(f"K = E - mu N = {k:.6f} t")
print(f"Omega = {omega:.6f} t")
om_lo, om_hi = full(0.49)[0], full(0.51)[0]
print(f"Omega(T=0.49) = {om_lo:.6f} t, Omega(T=0.51) = {om_hi:.6f} t")
print(f"simple difference quotient S = {-(om_hi - om_lo)/0.02:.5f} k_B")
print(f"4 ln 2 = {4*np.log(2):.7f} k_B")
print(f"integral of C_mu/T from T to infinity = "
      f"{4*np.log(2) - s_full[2, 2]:.7f} k_B")
print(f"C_mu = {c_mu:.6f} k_B, C_N = {de_dt:.6f} k_B")
print(f"T dS/dT at fixed N = {T0*ds_dt:.6f} k_B")
print("Trial Omega for lambda = 0.9, 1.0, 1.1 (t): "
      + ", ".join(f"{v:.6f}" for v in trial_values))
print(f"slope of trial Omega at lambda = 1: {trial_slope:.1e} t")
print(f"order in U of the error of Omega = {error_order:.3f}")
print(f"S at T = 100 t, fixed mu = {s_hot:.6f} k_B")
print(f"S at T = 50 t, fixed N = {s_hot_n:.5f} k_B, limit {s_inf_n:.5f} k_B")
print("all tests passed")
```

Printed output:

```
t = 1.0, U = 3.0, mu = 1.0 (energies in t, S in k_B)
Self-consistent: T, S(-dOmega/dT), S((K-Omega)/T), S(heat), S exact
   2.00 2.5520630 2.5520630 2.5520630 2.53853
   1.00 2.1957455 2.1957455 2.1957455 2.13866
   0.50 1.5210448 1.5210448 1.5210448 1.44560
   0.25 0.4200868 0.4200868 0.4200868 0.42875
largest spread of the three = 1.0e-08 k_B
One-shot: T, the same three entropies, spread
   2.00 2.55145 2.52583 2.53378 0.02562
   1.00 2.18181 2.06530 2.11833 0.11650
   0.50 1.48853 1.24145 1.41925 0.24709
   0.25 0.35627 0.04763 0.41898 0.37136
Details at T = 0.5 t, self-consistent:
occupation per spin, bonding     = 0.746663
occupation per spin, antibonding = 0.141123
N = 1.775572, from -dOmega/dmu = 1.775572
kinetic energy = -1.211080 t, t dOmega/dt = -1.211080 t
interaction energy = 0.554549 t, U dOmega/dU = 0.554549 t
E = -0.656530 t
K = E - mu N = -2.432102 t
Omega = -3.192624 t
Omega(T=0.49) = -3.177554 t, Omega(T=0.51) = -3.207971 t
simple difference quotient S = 1.52084 k_B
4 ln 2 = 2.7725887 k_B
integral of C_mu/T from T to infinity = 1.2515439 k_B
C_mu = 1.383811 k_B, C_N = 1.374055 k_B
T dS/dT at fixed N = 1.374055 k_B
Trial Omega for lambda = 0.9, 1.0, 1.1 (t): -3.183213, -3.192624, -3.183669
slope of trial Omega at lambda = 1: 1.8e-07 t
order in U of the error of Omega = 2.946
S at T = 100 t, fixed mu = 2.772470 k_B
S at T = 50 t, fixed N = 2.74693 k_B, limit 2.74735 k_B
all tests passed
```
